# Why slow metallic-melt flow spreads dopant but barely changes temperature

## The result

Take a long, shallow, closed melt of depth $H$. Melt flows one way in one half of the depth and returns in the other, with peak speed $U$ and no net flow. There are two Peclet numbers, one for heat and one for dopant:

$$
Pe_T=\frac{UH}{\alpha},\qquad Pe_C=\frac{UH}{D},\qquad \frac{Pe_C}{Pe_T}=\frac{\alpha}{D}=Le .
$$

Here $\alpha$ is the thermal diffusivity, $D$ the dopant diffusivity and $Le$ the Lewis number. For the molten germanium used below, $Le$ is about 2000. There is therefore a wide range of speeds,

$$
\frac{D}{H}\ll U\ll\frac{\alpha}{H},
$$

in which flow carries dopant much faster than diffusion does, while conduction still fixes the temperature.

For such a layer this can be made quantitative. Let $K$ stand for either diffusivity and let $Pe=UH/K$. Buoyant flow replaces $K$, for transport along the layer, by

$$
K_{\rm eff}=K\left(1+\frac{3}{70}Pe^2\right). \tag{1}
$$

In a covered layer of molten germanium 1.5 mm deep, worked out below, a flow of 0.2 mm/s multiplies dopant spreading by about 41 and changes heat transport by one part in $10^5$.

"Mixing" here means faster levelling of dopant along the layer. It does not mean that every cross-section becomes uniform.

## Three times that explain the effect

Suppose warm, dopant-rich melt moves one way in the upper half of the layer and cooler, dopant-poor melt returns below. Three times matter:

- fluid travels one depth in $H/U$;
- heat diffuses across the depth in about $H^2/\alpha$;
- dopant diffuses across the depth in about $H^2/D$.

Each Peclet number is a diffusion time divided by the travel time. If $Pe_T\ll1$, heat leaks from one stream to the other before the fluid has moved even one depth, so the streams exchange their heat almost where they picked it up. If $Pe_C\gg1$, a dopant atom stays in its stream much longer than heat does, and can be carried several depths before it crosses to the other.

The square in equation (1) follows from the same picture. A diffusing particle changes streams after a time of order $\tau=H^2/K$. Between changes it is carried a distance of order $U\tau$, forward or backward. Such a random walk has diffusivity that scales as $(U\tau)^2/\tau=U^2H^2/K$, which is $Pe^2$ times $K$. This picture gives the power of $Pe$; the small factor $3/70$ needs the calculation below.

The difference in diffusivity comes from what has to move. Electrons carry heat through a metallic melt, but dopant spreads only when atoms change places. The Wiedemann-Franz law estimates the electronic heat conductivity from the electrical resistivity $\rho_{\rm el}$:

$$
\kappa=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2\frac{T}{\rho_{\rm el}} .
$$

For molten germanium, take $T=1211$ K and a rough resistivity of 70 μΩ cm. The prefactor is $2.443\times10^{-8}$ W Ω/K², so $\kappa=42$ W/(m K). Dividing by a rough density of 5500 kg/m³ and heat capacity of 380 J/(kg K) gives $\alpha=0.20$ cm²/s. Electrons alone thus account for the size of the thermal diffusivity used below. A rough dopant diffusivity is $10^{-4}$ cm²/s, so $Le=2000$.

## The flow

Let $x$ point towards the hot end and $z$ upward from mid-depth. Rigid plates lie at $z=\pm H/2$. The flow $u(z)$ is steady and laminar, and $G=dT/dx$ is uniform. Density is taken as constant except in the weight of the fluid, where it is $\rho_0[1-\beta(T-T_0)]$. With kinematic viscosity $\nu$ and pressure $p$, the force balances are

$$
\frac{\partial p}{\partial x}=\rho_0\nu u'',\qquad
\frac{\partial p}{\partial z}=-\rho_0g[1-\beta(T-T_0)].
$$

Differentiate the first with respect to $z$ and the second with respect to $x$. The left sides are then equal, so

$$
\nu u'''=g\beta G .
$$

Three integrations give $u=Az^3+az^2+bz+c$, with $A=g\beta G/(6\nu)$. Adding the no-slip conditions at the two plates gives $aH^2/4+c=0$. A closed layer has no net flow, which gives $aH^2/12+c=0$. Hence $a=c=0$. No slip then requires $b=-AH^2/4$, and

$$
u=A\left(z^3-\frac{H^2z}{4}\right).
$$

The upper half has $u<0$: melt flows from hot to cold along the top and returns along the bottom. The speed peaks where $3z^2=H^2/4$, at $|z|=H/(2\sqrt3)$. There

$$
U=A\,\frac{H}{2\sqrt3}\left(\frac{H^2}{4}-\frac{H^2}{12}\right)
=\frac{AH^3}{12\sqrt3}
=\frac{g\beta GH^3}{72\sqrt3\,\nu}. \tag{2}
$$

## What the flow does to heat and dopant

Let $c$ be temperature or dopant concentration. Away from the ends, write $c=c_0+\Gamma x+c_1(z)$, where $\Gamma$ is the lengthwise gradient and $c_1$ has zero mean over the depth. For heat, $\Gamma=G$. The plates pass neither heat nor dopant, so $c_1'=0$ on both. The balance between carrying and diffusion is

$$
u\Gamma=Kc_1'' .
$$

Define $\psi(z)=\int_{-H/2}^{z}u\,dz'$. One integration gives $c_1'=\Gamma\psi/K$. The condition at the upper plate is also met, because zero net flow makes $\psi(H/2)=0$. Integrating the velocity gives

$$
\psi=\frac A4\left(\frac{H^2}{4}-z^2\right)^2 ,
$$

whose derivative is indeed $u$ and which vanishes at the lower plate.

**Difference between top and bottom.** Integrate $c_1'$ over the depth. With $z=H(s-\tfrac12)$, the bracket becomes $H^2s(1-s)$, and $\int_0^1s^2(1-s)^2ds=1/30$. Therefore

$$
\Delta c=\frac{\Gamma}{K}\,\frac A4\,\frac{H^5}{30}.
$$

Equation (2) gives $A=12\sqrt3\,U/H^3$, so

$$
\Delta c=\frac{\sqrt3}{10}\,Pe\,\Gamma H. \tag{3}
$$

For positive $\Gamma$ the top has the higher value, since its fluid comes from the high-$c$ end. The length $\ell=(\sqrt3/10)Pe\,H$ is the tilt length: the top-to-bottom difference equals the mean lengthwise change over a distance $\ell$.

**Transport along the layer.** Let angle brackets denote an average over depth. The mean flux is $J=\langle uc\rangle-K\Gamma$. Since $\langle u\rangle=0$, only $c_1$ contributes to the first term. Use $u=\psi'$ and integrate by parts; the end terms vanish because $\psi=0$ at both plates:

$$
\langle uc_1\rangle=-\langle\psi c_1'\rangle=-\frac{\Gamma}{K}\langle\psi^2\rangle .
$$

Thus $J=-\Gamma(K+\langle\psi^2\rangle/K)$. The flow always adds to transport down the gradient, because $\langle\psi^2\rangle$ is positive. With $\int_0^1s^4(1-s)^4ds=1/630$,

$$
\langle\psi^2\rangle=\frac{A^2H^8}{16\times630}
=\frac{432\,U^2H^2}{10080}=\frac{3}{70}U^2H^2 .
$$

This gives equation (1).

The top-to-bottom disturbance is proportional to $Pe$, so at equal $\Gamma H$ it is $Le$ times larger for dopant. The fractional gain in transport is proportional to $Pe^2$, so it is $Le^2$ times larger for dopant. That second ratio is four million in the example.

## How large: a thin layer of molten germanium

The layer is $H=0.15$ cm deep, $L=10$ cm long and 3 cm wide, with gallium as dopant. The gradient is $G=10$ K/cm at normal gravity. Rough melt properties are $\nu=1.3\times10^{-3}$ cm²/s and $\beta=10^{-4}$ K⁻¹, with $\alpha$ and $D$ as above. No crystal is growing. Equation (2) gives

$$
U=\frac{(980.7)(10^{-4})(10)(0.15)^3}{72\sqrt3\,(1.3\times10^{-3})}
=0.0204\ {\rm cm/s}.
$$

The three times are 7.35 s to travel one depth, 0.11 s for heat to cross it and 225 s for dopant to cross it. Hence

$$
Pe_T=0.0153,\qquad Pe_C=30.6 .
$$

For heat, the fractional gain is $(3/70)(0.0153)^2=1.0\times10^{-5}$. Equation (3) gives a top-to-bottom temperature difference of 0.004 K, in a layer whose ends differ by 100 K. For dopant,

$$
\frac{D_{\rm eff}}D=1+\frac3{70}(30.6)^2=41 .
$$

The effective dopant diffusivity, $4.1\times10^{-3}$ cm²/s, is still far below $\alpha$. Heat remains the faster traveller; the flow merely adds almost nothing to what conduction already does.

**Levelling time.** On scales much longer than $\ell$, the depth-averaged concentration obeys a diffusion equation with $D_{\rm eff}$. With closed ends, its slowest uneven pattern is $\cos(\pi x/L)$, which falls by a factor $e$ in

$$
t=\frac{L^2}{\pi^2D_{\rm eff}} .
$$

This is 28 h without flow and 0.68 h, or 41 minutes, with the flow held fixed. The averaged law needs time for dopant to diffuse across the depth, about $H^2/(\pi^2D)=23$ s, which is short by comparison.

The tilt length is 0.80 cm, or 8% of $L$, so the ends deserve a separate estimate. The advection-diffusion equation was solved for a closed two-dimensional boat on a grid of 800 by 24 cells. The core flow was made to turn at each end by multiplying $\psi$ by $\tanh^2(2d/H)$, where $d$ is the distance from that end. The slowest dopant pattern then decayed 41.5 times faster than without flow, against 41.2 from equation (1). The small difference comes mainly from the finite length of the pattern, since equation (1) is the limit of very long patterns. With this assumed turning shape the ends themselves matter little, but the real end flow was not simulated.

## Where the window closes

Transport doubles when $(3/70)Pe^2=1$, that is, at $U=\sqrt{70/3}\,K/H$. In this layer that is 0.0032 cm/s for dopant and 6.4 cm/s for heat. Well below the first speed, flow mixes neither quantity appreciably.

The upper speed is only formal, because the steady flow becomes unstable first. Buoyant driving is measured by the Grashof number $Gr=g\beta GH^4/\nu^2$. Equation (2) turns the Peclet numbers into

$$
Pe_T=\frac{Gr}{72\sqrt3}\,\frac{\nu}{\alpha},\qquad
Pe_C=\frac{Gr}{72\sqrt3}\,\frac{\nu}{D}.
$$

The example has $Gr=294$. A numerical linear-stability calculation for two-dimensional disturbances, in the limit $\nu/\alpha\to0$, puts the onset of instability at $Gr=7930$. Here $\nu/\alpha=0.0065$, so that limit should be a fair guide, although three-dimensional disturbances were not examined.

At that onset, $Pe_T=7930\times0.0065/124.7=0.41$, and the gain in heat transport is still only 0.7%. Dopant transport doubles at $Pe_C=4.83$, which corresponds to $Gr\approx46$. Within this model and for these properties, the useful window is therefore roughly $46<Gr<7930$. Equation (1) also needs $\ell\ll L$, and this fails long before the upper end. In the 10 cm boat the tilt length reaches a third of $L$ near $Gr\approx10^3$, where equation (1) is already off by about 20%. At the upper end the tilt length exceeds 100 depths, so equation (1) would need a very long layer.

## Comparison with real melts

The property values are rough but of the right size for molten germanium. The depth was chosen small so that the flow stays steady. Since $Gr\propto H^4$, a depth of 1 cm at the same gradient gives $Gr\approx6\times10^5$, far beyond the stability limit. The steady solution then fails, and temperature can no longer be assumed undisturbed. An open surface also breaks the model, because surface-tension gradients can drive additional flow; that change has not been sized here.

Other uncertainties and departures for the example, most of them estimated, are:

- **Material data.** With $U$ and $H$ fixed, halving $D$ raises $D_{\rm eff}/D$ to about 160, and doubling it lowers the ratio to 11. A viscosity 20% higher slows the flow and gives 29. The factor 41 is thus an estimate of size, while the contrast with heat survives all these changes.
- **Heat-conducting plates.** If the plates hold the imposed linear temperature, a finite-difference solution gives a vertical temperature range of 0.0012 K, smaller than with insulating plates.
- **Dopant weight.** Take an atomic fraction of $10^{-6}$ and assume a generous fractional density change of 1 per unit atomic fraction. The end-to-end density change due to dopant is then at most about $10^{-4}$ of the thermal one. Heavier doping needs a new estimate.
- **Drift driven by the temperature gradient.** Dopant is taken to diffuse only down its own concentration gradient. A temperature gradient can also drive dopant along the layer and leave a lasting difference between the ends. That effect is neglected and was not sized.
- **Side walls.** The depth is 5% of the width. Drag at the side walls is neglected, and its effect on the factor 41 was not calculated.

## What to do about it

**Calculate both Peclet numbers.** In a closed, shallow layer with steady flow and no net flow along it, a small $Pe_T$ justifies a conduction calculation of temperature. It does not show that molecular diffusion alone sets dopant transport along the layer. For that, $(3/70)Pe_C^2$ must be small as well. If melt instead passes through the layer from end to end, between plates that pass no heat and with fixed end temperatures, heat must be judged by $UL/\alpha$, with $U$ now the mean speed. At 0.2 mm/s over 10 cm this is about 1, so the flow changes the temperature noticeably even though $UH/\alpha$ is only 0.015.

**Do not use temperature readings as proof of a still melt.** In the example, a thermometer would have to resolve 4 mK or less across 1.5 mm to notice a flow that shortens dopant levelling from a day to under an hour.

**Use depth as the strongest control.** With material, gravity and gradient fixed, equation (2) gives $U\propto H^3$, so $Pe_C\propto H^4$ and the fractional gain varies as $H^8$. Halving the example's depth divides the gain of 40 by 256, leaving 0.16. Halving $G$ instead divides it by four, leaving 10. These rules hold for a closed, steady, shallow layer only while the tilt length stays well below $L$. Since $\ell/L\propto H^5$, deepening the 10 cm boat soon breaks them. With the same assumed turning flow, the closed boat levels about 490 times faster than without flow at 2 mm depth, against 400 from equation (1). At 2.5 mm the slowest pattern oscillates and the factor is only about 900, against 2400 from equation (1).

**Recalculate when the flow profile changes.** A magnetic field can damp a conducting melt, but it can also reshape $u(z)$. If the flow stays parallel to the plates, has no net flow and varies only with depth, the factor $3/70$ is replaced by $\langle\psi^2\rangle/(U^2H^2)$ for the new profile. The argument from the two diffusion times remains.

**Treat the growing crystal separately.** Equation (1) describes the core of the layer. Near a crystal face the flow turns, and the face rejects or absorbs dopant. Replacing $D$ by $D_{\rm eff}$ in a formula for segregation at the face is therefore not justified by this result. The core calculation shows how quickly the bulk melt levels; the concentration entering the crystal needs a model of the flow and diffusion near the face.
